First-order single-ion magnetic anisotropy: one thermal average for each rank

**Q.** I am told that a rank-l magnetic anisotropy coefficient follows a fixed power of the magnetisation, one power when cold and another when hot. A rare-earth ion has only 2J+1 levels, and an anisotropy is a free energy, not an expectation value. Why should it reduce to one average?

**A.** It reduces to one average under assumptions. Each ion stays in one multiplet J. The exchange is isotropic, the order is collinear ferromagnetic, and the ground state is saturated, M = J along the moment. The crystal field V acts on single ions and is kept to first order. I set k_B = 1, give energies in kelvin, and write N = 2J, n = J − M = 0…N, m = ⟨J_n⟩/J along the unit vector **n** of the moment, and δ = 1 − m.

In mean field the exchange energy per ion is −𝒥⟨**J**⟩²/2. Each ion feels −h **n**·**J**, and adding h²/2𝒥 removes the double counting:

f(h, **n**) = h²/2𝒥 − T ln Tr exp[−(V − h **n**·**J**)/T]  (1)

Since ∂f/∂h = h/𝒥 − ⟨J_n⟩, the self-consistent field h = 𝒥⟨J_n⟩ makes f stationary. Replace V by εV. The trace is cyclic, so the derivative of −T ln Tr exp[−(H₀ + εV)/T] at ε = 0 is ⟨V⟩₀ even when V and H₀ do not commute. The change of h with ε drops out because ∂f/∂h = 0. At ε = 0, f is independent of **n**. The anisotropy to first order is therefore

δf(**n**) = Tr[ρ_n V]  (2)

with ρ_n the unperturbed single-ion density matrix. The cyclic-trace step holds for any isotropic many-ion H₀ whose moment is held along **n** by a field, so (2) is not tied to mean field.

**Q.** V is tied to the crystal axes and ρ_n to the moment. How do the angles separate from the temperature?

**A.** Through the rank. The maps X → [J_i, X] obey the angular-momentum algebra, by the Jacobi identity. The operator J₊^l has [J_z, J₊^l] = l J₊^l and [J₊, J₊^l] = 0, so it is the top member of a multiplet of operators T_q, q = l…−l, with

[J_z, T_q] = q T_q,  [J_±, T_q] = √(l(l+1) − q(q±1)) T_(q±1),  Σ_i [J_i, [J_i, T_q]] = l(l+1) T_q  (3)

J₊^l vanishes for l > N, and Σ_(l=0..N) (2l+1) = (N+1)² is the number of independent operators on the multiplet, so each rank up to N occurs exactly once. V is a sum of such operators, with even l because of time reversal. A spin ½ therefore has no single-ion anisotropy.

Define G_q(**n**) = Tr[ρ_n T_q]. Rotating **n** by α about axis i turns ρ_n into e^(−iαJ_i) ρ_n e^(iαJ_i), so G_q becomes Tr[ρ_n e^(iαJ_i) T_q e^(−iαJ_i)]. The second derivative at α = 0 is −Tr[ρ_n [J_i, [J_i, T_q]]]. For any function on the sphere the same second derivative is −L_i² acting on it, with **L** the orbital operator. Summing over i with (3) gives L²G_q = l(l+1)G_q, and the first derivative about z gives ∂G_q/∂φ = iqG_q. Hence G_q is a multiple of Y_lq.

T₀ commutes with J_z and is diagonal. Scale it to T̂_l, with eigenvalues t_l(n) and t_l(0) = 1, and let κ_l = Σ_n w_n t_l(n) for populations w_n along the moment. Fixing the constant at θ = 0, where P_l = 1,

⟨T̂_l⟩ = κ_l P_l(cos θ)  (4)

The commutators with J_± that connect the T_q become differential operators on the sphere that do not depend on ρ, so all G_q of one rank carry the same factor κ_l. The remaining constant can be read off in the saturated state, κ_l = 1. There the ion acts as N parallel spins ½, each with ⟨s₊⟩ = ½ sin θ e^(iφ). Since s₊² = 0, J₊^l is l! times the sum over sets of l distinct spins, and

⟨J₊^l⟩ = κ_l [N!/(N−l)!] (½ sin θ)^l e^(ilφ)  (5)

So the coefficient k_l of each rank-l harmonic in f obeys k_l(T) = k_l(0) κ_l(T). The numerical check tests (4) for l = 2, 4, 6 and (5) for l = 6 against the ε-derivative of (1), found by diagonalisation for J = 7/2, to 10⁻⁶ in absolute value.

**Q.** The constants I fit are K1 and K2 in K1 sin²θ + K2 sin⁴θ. Do they follow the law?

**A.** Not in general, because they mix ranks. With s = sin²θ and cos²θ = 1 − s, P₂ = (3(1−s) − 1)/2 = 1 − 3s/2, and P₄ = (35(1−s)² − 30(1−s) + 3)/8 = 1 − 5s + 35s²/8. The same substitution gives P₆ = 1 − 21s/2 + 189s²/8 − 231s³/16. Collecting powers of s, with a third constant K3 = −(231/16)k₆ multiplying sin⁶θ when k₆ ≠ 0,

K1 = −(3/2)k₂ − 5k₄ − (21/2)k₆,  K2 = (35/8)k₄ + (189/8)k₆  (6)

If k₆ ≠ 0 and the sin⁶θ term is left out of the fit, the fitted K1 and K2 absorb part of it and differ from (6). K1 can even change sign while every κ_l falls steadily.

**Q.** Then everything rests on t_l(n). What fixes it for finite J?

**A.** The last relation in (3). Let α_n = (n+1)(N−n) and β_n = n(N−n+1), so that J₋|n⟩ = √α_n |n+1⟩ and J₊|n⟩ = √β_n |n−1⟩. The z term vanishes for T̂_l, and the x and y terms sum to ½([J₊,[J₋,T]] + [J₋,[J₊,T]]), which written out is

½(J₊J₋ + J₋J₊)T + ½T(J₊J₋ + J₋J₊) − J₊TJ₋ − J₋TJ₊

In state |n⟩, J₊J₋ gives α_n, J₋J₊ gives β_n, J₊TJ₋ gives α_n t(n+1) and J₋TJ₊ gives β_n t(n−1). Therefore

l(l+1) t(n) = α_n [t(n) − t(n+1)] + β_n [t(n) − t(n−1)] ≡ (Dt)(n)  (7)

Because β₀ = 0 and α_n ≠ 0 for n < N, t(0) = 1 fixes the whole sequence. At n = 0, α₀ = N, so with p = l(l+1)/2,

t_l(1) = 1 − l(l+1)/N = 1 − p/J

For the full solution apply D to the binomial C(n,k). Pascal's rule gives C(n+1,k) − C(n,k) = C(n,k−1) and C(n,k) − C(n−1,k) = C(n−1,k−1), and n C(n−1,k−1) = k C(n,k). Thus

D C(n,k) = −(n+1)(N−n) C(n,k−1) + k(N−n+1) C(n,k)

Split n+1 = (n−k+1) + k and use (n−k+1)C(n,k−1) = kC(n,k). The first term becomes −k(N−n)C(n,k) − k(N−n)C(n,k−1), and the sum is kC(n,k) − k(N−n)C(n,k−1). Split N−n = (N−k+1) − (n−k+1) and use the same identity again:

D C(n,k) = k(k+1) C(n,k) − k(N−k+1) C(n,k−1)

Put t_l = Σ a_k C(n,k) with a₀ = 1 and compare coefficients of C(n,k): l(l+1)a_k = k(k+1)a_k − (k+1)(N−k)a_(k+1). As l(l+1) − k(k+1) = (l−k)(l+k+1), this reads a_(k+1) = −a_k (l−k)(l+k+1)/[(k+1)(N−k)], which stops at k = l. Multiplying the factors,

t_l(n) = Σ_(k=0..l) a_k C(n,k),  a_k = (−1)^k (l+k)! (N−k)! / [(l−k)! k! N!]  (8)

For J = 7/2 the values at n = 0…3 are 1, 1/7, −3/7, −5/7 for l = 2, then 1, −13/7, −3/7, 9/7 for l = 4, and 1, −5, 9, −5 for l = 6. The program checks (8) against commutator matrices, against exact orthogonalisation of the powers of J_z, and against the Stevens polynomials.

**Q.** Where is the low-temperature power in this?

**A.** Average (8). By definition ⟨n⟩ = J − ⟨M⟩ = Jδ, and a₁ = −p/J, so for any populations

κ_l = 1 − pδ + Σ_(k≥2) a_k ⟨C(n,k)⟩  (9)

J has cancelled in the linear term: one lowering costs m the amount 1/J and costs T̂_l the amount p/J. Since n ≤ N, each C(n,k) with k ≥ 2 is at most a constant times n(n−1). If ⟨n(n−1)⟩ ≪ ⟨n⟩ the sum is negligible beside δ, and κ_l = 1 − pδ to first order, which is also m^p to first order. That is the law κ_l ≈ m^(l(l+1)/2), for every J with l ≤ 2J.

**Q.** You have smuggled in single-ion Boltzmann factors. Spin waves are collective.

**A.** Equation (9) needs only the populations of one site. A one-magnon state has a total lowering of one unit, so n ≤ 1 on every site and it adds nothing to ⟨n(n−1)⟩. In linear spin-wave theory n(n−1) = a†a†aa, and Wick's theorem gives two pairings, ⟨n(n−1)⟩ = 2⟨n⟩², which is of second order. The program does not treat an extended lattice, but it diagonalises exactly a Heisenberg triangle of J = 2 ions with bond exchange 0.05 K, Zeeman field 1 K and T = 0.1 K. It finds (1 − κ_l)/δ = 3.0000 for l = 2 and 9.9996 for l = 4, against p = 3 and 10.

The condition can fail. Take J = 1 with H = −hJ_z − DJ_z². Above M = 1, the level M = 0 lies at h + D and M = −1 at 2h, and t₂ = (1, −2, 1). With w₀ and w₋ the populations of M = 0 and −1, 1 − κ₂ = 3w₀ and δ = w₀ + 2w₋. For D > h the reversed state fills first, and the ratio tends to (3/2)e^(−(D−h)/T). For h = 1 K, D = 3 K, T = 0.1 K this is 1.5e^(−20) = 3.09×10⁻⁹, the value of the direct sum, in place of 3. The moment shrinks by reversal, which an even-rank operator does not see. A crystal field stronger than the exchange field can thus put an ion outside the law. An antiferromagnet has δ ≠ 0 already at T = 0, so its ground state is not the saturated one assumed here, but zero-point motion does not by itself break the law: (9) holds for any populations, and what counts is whether the k ≥ 2 sum in (9) stays small beside pδ. The condition ⟨n(n−1)⟩ ≪ ⟨n⟩ is enough for this but is not needed when J is large: the k = 2 term is a fraction (p−1)⟨n(n−1)⟩/[2(N−1)⟨n⟩] of pδ.

**Q.** "To first order" is modest. How wrong is m^p at second order?

**A.** That needs the populations. In mean field w_n ∝ yⁿ, with y = e^(−x) and x = h/T. Differentiating Σyⁿ = 1/(1−y) k times and multiplying by y^k/k! gives

Σ_(n≥0) C(n,k) yⁿ = y^k/(1−y)^(k+1)  (10)

Multiplying by the normalisation (1−y), an unending ladder has ⟨C(n,k)⟩ = [y/(1−y)]^k = ⟨n⟩^k. Cutting it at n = N alters every average at order y^(N+1), so

κ_l = Σ_(k=0..l) a_k (Jδ)^k + O(y^(N+1))  (11)

From (8), a₂ = (l+2)(l+1)l(l−1)/[2N(N−1)]. With l(l+1) = 2p and (l+2)(l−1) = 2p − 2 this is 2p(p−1)/[N(N−1)], and multiplying by J² = N²/4 gives the δ² coefficient p(p−1)N/[2(N−1)]. The binomial series of m^p has p(p−1)/2. As N/(N−1) − 1 = 1/(N−1),

κ_l − m^p = p(p−1) δ²/[2(2J−1)] + O(δ³)  (12)

At this order the power law lies below the finite-J value. For J = 7/2 the coefficient is 0.5, 7.5 and 35 for l = 2, 4, 6. For even l the program confirms (12), and the order N+1 of the remainder in (11), in exact rational arithmetic.

**Q.** And the hot end? Above the Curie point m is zero and a power of it says nothing.

**A.** The true condition is small m: just below T_c in mean field, or above T_c in a weak applied field that sets **n**. Suppose ⟨T̂_l⟩ is analytic in the field vector **h**. A homogeneous polynomial of degree j in **h** contains harmonics of order at most j, and (4) demands P_l, so the series cannot start below h^l. As m ∝ h, κ_l ∝ m^l provided the h^l coefficient is not zero; symmetry fixes neither its size nor its sign. At a critical point dominated by fluctuations, and for the spontaneous moment just below it, analyticity fails and this argument gives nothing.

For w ∝ e^(xM) the coefficient can be found. Cyclicity gives Tr(A[J_i,[J_i,B]]) = Tr([J_i,[J_i,A]]B), so operators of different rank are orthogonal under the trace. By (8), t₀…t_(l−1) span the polynomials in M of degree below l, so Σ t_l M^j = 0 for j < l. The first surviving term of e^(xM) is x^l M^l/l!, and M^l = t_l/γ_l plus lower powers, γ_l being the coefficient of M^l in t_l. It comes from a_l n^l/l! with n = J − M:

γ_l = (2l)! (N−l)! / (l!² N!),  κ_l → (x^l/l!) Σt_l² / [γ_l (N+1)]

For Σt_l², let A be J₊^l commuted l times with J₋, so A ∝ T̂_l. Left and right multiplication commute, so A = Σ_k C(l,k)(−1)^k J₋^(l−k) J₊^l J₋^k. The bra of the top state annihilates J₋, leaving k = l:

A_top = (−1)^l α₀α₁…α_(l−1) = (−1)^l l! N!/(N−l)!

In the product Tr X†Y the adjoint of [J₋, ·] is [J₊, ·], so the usual ladder norm applies: lowering from q multiplies the squared norm by (l+q)(l−q+1), and the product over q = l…1 is [(2l)!/l!]·l! = (2l)!. The starting norm is Σ_n β_n β_(n−1)…β_(n−l+1) = l!² Σ_n C(n,l) C(N−n+l, l). By (10) the two factors have generating functions y^l/(1−y)^(l+1) and 1/(1−y)^(l+1). The coefficient of y^N in y^l/(1−y)^(2l+2) is, by (10) with k = 2l+1, C(N+l+1, 2l+1) = (N+l+1)!/[(2l+1)!(N−l)!]. Dividing Tr A†A by A_top²,

Σt_l² = (N+l+1)! (N−l)! / [(2l+1) N!²]

κ_l → x^l l! (N+l+1)! / [(2l+1)! (N+1)!]  (13)

For l = 1, t₁ = M/J, so κ₁ = m → x(N+2)/6 = x(J+1)/3. Insert x = 6m/(N+2) and (2l+1)! = 2^l l! (2l+1)!!:

κ_l → c_l m^l,  c_l(J) = [3^l/(2l+1)!!] Π_(k=1..l) (2J+1+k) / (2J+2)^l  (14)

For J = 7/2, c₂ = 0.6 × 9·10/9² = 0.6667, c₄ = 0.1552 and c₆ = 0.02195. The program tests (14) against high-precision Boltzmann sums.

In mean field x = 𝒥Jm/T, so m = x(J+1)/3 first has a solution at T_c = 𝒥X/3, X = J(J+1). The next term of ⟨M⟩ is x³(⟨M⁴⟩ − 3⟨M²⟩²)/6 with equal-weight averages. Here ⟨M²⟩ = X/3, and the zero trace of O₄⁰ = 35M⁴ − (30X−25)M² + 3X² − 6X gives ⟨M⁴⟩ = X²/5 − X/15, so the term is negative. Dividing the self-consistency equation by m gives 1 = T_c/T − b m² with b > 0, hence m² ∝ T_c − T and κ_l ∝ (T_c − T)^(l/2). The program checks this exponent to within 0.02.

**Q.** Is c_l as general as the power?

**A.** No. Take the triangle with exchange 1 K at T = 0.4 K in a field of 0.002 K. Its exchange energy is −½[S(S+1) − 18] K for total spin S, so S = 5 lies 6 K above S = 6 and carries a Boltzmann factor e^(−15). Within S = 6 a site operator of rank l must be proportional to the unique rank-l operator of S, and the constant is 1 because in the top state every site is saturated. The prediction is c_l(6), not c_l(2). Diagonalisation gives powers 2.000 and 4.001 and coefficients 0.6429 and 0.1275, against c(6) = 0.6429 and 0.1274 and c(2) = 0.7000 and 0.2000. In this ferromagnetic cluster the correlations change the coefficient and leave the power.

**Q.** Does m^p become exact for a classical moment?

**A.** It does not. Let J → ∞ with u = M/J and x = ξ/J. Since β_n = α_(n−1), (7) has the form −[α_n(t(n+1) − t(n)) − α_(n−1)(t(n) − t(n−1))]. With step 2/N in u and α ≈ N²(1−u²)/4 this tends to −d/du[(1−u²)dt/du], so t_l → P_l(u) and κ_l = F_l/F₀, F_l(ξ) = ∫P_l e^(ξu) du over [−1, 1]. Integrating Legendre's equation by parts twice, with boundary terms killed by 1 − u²,

l(l+1)F_l = ∫P_l [2ξu − ξ²(1−u²)] e^(ξu) du = 2ξF_l′ − ξ²F_l + ξ²F_l″

This is the modified spherical Bessel equation. Its regular solution is i_l = √(π/2ξ) I_(l+1/2), normalised as ξ^l/(2l+1)!! at small ξ, and (13) with x = 2ξ/N gives the same limit for F_l/F₀. So κ_l = I_(l+1/2)(ξ)/I_(1/2)(ξ), m is the Langevin function, and c_l = 3^l/(2l+1)!! = 0.6, 0.08571, 0.00539. In (11), J^k (N−k)!/N! → 2^(−k). For l = 2 this gives 1 − 3δ + 3δ², whereas m³ has a further −δ³: the gap (12) closes, and the difference moves to third order.

At m = 0.9, κ₂ is 0.747, 0.7349, 0.732 and 0.730 for J = 1, 7/2, 8 and ∞, against m³ = 0.729. For l = 6 it is 0.154, 0.1351 and 0.1189 for J = 7/2, 8 and ∞, against m²¹ = 0.1094. For J = 7/2, (11) gives κ₂ = 1 − 0.3 + 3.5 × 0.01 = 0.735. For J = 1 it gives 1 − 0.3 + 6 × 0.01 = 0.760, off by 0.013, because the dropped cut-off term is already of order y³ and has a large prefactor. For J = 1, δ = y + y² − 2y³ + … and ⟨C(n,2)⟩ = y² − y³ + …, so κ₂ − (1 − 3δ + 6δ²) = 6(⟨C(n,2)⟩ − δ²) = −18y³ + …, which is −0.014 at the value y = 0.093 that gives m = 0.9.

**Q.** Two limits, then. What holds between them?

**A.** For w ∝ e^(xM), d⟨O⟩/dx = ⟨OM⟩ − ⟨O⟩⟨M⟩, so the local exponent is

n_eff = d ln κ_l/d ln m = [cov(t_l, M)/κ_l] / [var M/⟨M⟩]

It tends to p at large x and to l at small x. Take round model parameters, J = 7/2 and mean-field T_c = 100 K, so 𝒥 = 300/15.75 = 19.05 K and the T = 0 level spacing is 𝒥J = 66.67 K. The self-consistent values are:

T (K)  m    n_eff for l = 2, 4, 6
20   0.9890  2.99  9.83  20.2
40   0.9217  2.88  8.61  16.1
60   0.8037  2.60  6.71  11.4
80   0.6062  2.26  5.08  8.05
95   0.3175  2.06  4.23  6.42

At 20 K, δ = 0.01098 and (12) predicts gaps 0.0009 for l = 4 and 0.0042 for l = 6. The actual ones are 0.89632 − 0.89548 = 0.0008 and 0.79644 − 0.79308 = 0.0034. The higher terms of (11) account for the difference. For l = 6, (8) gives a₃ = −48 and a₄ = 90, so the δ³ coefficient of the gap is −48 × 42.875 + C(21,3) = −2058 + 1330 = −728 and the δ⁴ coefficient is 90 × 150.06 − C(21,4) = 13506 − 5985 = 7521. These contribute −0.00096 and +0.00011, and 0.00422 − 0.00096 + 0.00011 = 0.0034. At 40 K, x = 66.667 × 0.92166/40 = 1.536, and m^p lies below κ_l by 0.4 %, 5 % and 19 % of κ_l for l = 2, 4, 6. At 80 K, m²¹ = 2.72×10⁻⁵ is about 93 times smaller than κ₆ = 2.52×10⁻³. At 95 K, c_l m^l lies below κ_l by 3 %, 10 % and 18 % of κ_l. In this model the higher ranks leave the cold law sooner and reach the hot law later.

**Q.** Show me a consequence that depends on the exponents, and convince me that first order in V is enough.

**A.** Add V = B₂⁰O₂⁰ + B₄⁰O₄⁰, with O₂⁰ = 3M² − X, B₂⁰ = −0.02 K and B₄⁰ = +0.0005 K. In the top state O₂⁰ = 21 and O₄⁰ = 420, so k₂(0) = −0.42 K and k₄(0) = 0.21 K, small against 66.67 K. From (6),

K1 = 0.63 κ₂ − 1.05 κ₄ K,  K2 = 0.919 κ₄ K

At T = 0, K1 = −0.420 K = −0.0362 meV and K2 = 0.919 K = 0.0792 meV per ion, with 1 K = 0.08617 meV. For 0 < −K1 < 2K2 the minimum of K1 s + K2 s² on 0 ≤ s ≤ 1 is at s = −K1/2K2, an easy cone. For K2 > 0 and −K1 ≥ 2K2 the slope K1 + 2K2 s is nowhere positive on the interval, and the minimum sits at s = 1, an easy plane. At 10 K, s = 0.4169/(2 × 0.9154) = 0.2277 and θ = 28.50°. Minimising (1) over θ with V diagonalised in full gives 28.54°.

Since κ₄ falls faster than κ₂, the negative term dies first. At 40 K, K1 = 0.63 × 0.78641 − 1.05 × 0.46747 = +0.0046 K. K1 is −0.332 K at 20 K, then 0.167, 0.138 and 0.042 K at 60, 80 and 95 K, so it follows no single power of m. With K2 > 0 the cone closes continuously onto the axis where κ₄/κ₂ = 0.63/1.05 = 0.6. The finite-J functions place this at m = 0.9232, T = 39.67 K. The bare law κ₄/κ₂ = m^(10−3) gives m = 0.6^(1/7) = 0.9296 and T = 38.23 K, lower by 3.6 % of the finite-J temperature. The sign follows from (12): to second order κ₄/κ₂ = m⁷[1 + (7.5 − 0.5)δ²] exceeds m⁷, so m must fall further before the ratio reaches 0.6.

Full diagonalisation of (1) puts the zero of K1 at 39.744 K, 0.071 K above the first-order 39.673 K. If V is scaled by λ, the first-order K1 scales as λ and the second-order part as λ², so the shift of the zero should be proportional to λ. For λ = 0.2 and 0.1 the zero is at 39.687 and 39.680 K, shifts of 0.014 and 0.007 K, and the program asserts that their ratio is 2 within 0.2. The direction **n** of h in (1) differs from that of the moment by an angle of first order in V, which affects the anisotropy energy only at second order. At that order products of crystal-field terms also feed harmonics of other ranks, so k_l(T) = k_l(0)κ_l is itself a first-order statement. The extra digits serve only to compare approximations within this mean-field model, whose reorientation temperature is 39.7 K. First order suffices here because |k_l(0)| is below 1 % of the level spacing 𝒥J. For λ = 10, 30 and 100, that is |k₂(0)| = 4.2, 12.6 and 42 K, the zero of K1 in the full model moves to 40.4, 41.6 and 45.1 K while first order leaves it at 39.7 K. An ion whose crystal field approaches the exchange splitting, as is common among rare earths, needs the full diagonalisation. Two-ion anisotropy, magnetoelastic strain and mixing with higher multiplets would each add terms to (2) that this treatment does not contain.

Computed values

```
triangle J=2: low T (Jex,h,T)=(0.05,1,0.1) K; small h (1,0.002,0.4) K
 l=2 slope=3.0000 power=2.000 c=0.6429 c(J=6)=0.6429 c(J=2)=0.7000
 l=4 slope=9.9996 power=4.001 c=0.1275 c(J=6)=0.1274 c(J=2)=0.2000
J=1, h=1 K, D=3 K, T=0.1 K: (1-kappa2)/delta = 3.09e-09
model: J=3.5, Tc=100 K, B20=-0.02 K, B40=0.0005 K
Jex=19.0476 K, gap Jex*J=66.667 K, 1 K=0.086173 meV
Stevens top values l=2,4,6: [21, 420, 1260]
k2(0)=-0.4200 K, k4(0)=0.2100 K
l=2 P_l coefficients of s^j, s=sin^2: ['1', '-3/2']
 t_l(n), n=0..3: ['1', '1/7', '-3/7', '-5/7']
 p=3 gap coef=0.500 c(7/2)=0.66667 c(inf)=0.60000
l=4 P_l coefficients of s^j, s=sin^2: ['1', '-5', '35/8']
 t_l(n), n=0..3: ['1', '-13/7', '-3/7', '9/7']
 p=10 gap coef=7.500 c(7/2)=0.15520 c(inf)=0.08571
l=6 P_l coefficients of s^j, s=sin^2: ['1', '-21/2', '189/8', '-231/16']
 t_l(n), n=0..3: ['1', '-5', '9', '-5']
 p=21 gap coef=35.000 c(7/2)=0.02195 c(inf)=0.00539
T=20 K x=3.2967 m=0.98902 K1=-0.3316 K K2=0.8235 K
 l=2 kappa=0.96749 m^p=0.96742 c*m^l=0.65211 n_eff=2.988
 l=4 kappa=0.89632 m^p=0.89548 c*m^l=0.1485 n_eff=9.829
 l=6 kappa=0.79644 m^p=0.79308 c*m^l=0.020541 n_eff=20.239
T=40 K x=1.5361 m=0.92166 K1=0.0046 K K2=0.4295 K
 l=2 kappa=0.78641 m^p=0.7829 c*m^l=0.5663 n_eff=2.876
 l=4 kappa=0.46747 m^p=0.44227 c*m^l=0.11199 n_eff=8.611
 l=6 kappa=0.22279 m^p=0.18028 c*m^l=0.013453 n_eff=16.099
T=60 K x=0.8931 m=0.80375 K1=0.1668 K K2=0.1523 K
 l=2 kappa=0.54096 m^p=0.51923 c*m^l=0.43067 n_eff=2.595
 l=4 kappa=0.16576 m^p=0.11251 c*m^l=0.06477 n_eff=6.708
 l=6 kappa=0.035352 m^p=0.010174 c*m^l=0.0059171 n_eff=11.410
T=80 K x=0.5051 m=0.60616 K1=0.1385 K K2=0.0302 K
 l=2 kappa=0.27459 m^p=0.22272 c*m^l=0.24495 n_eff=2.264
 l=4 kappa=0.032879 m^p=0.0066964 c*m^l=0.020952 n_eff=5.082
 l=6 kappa=0.0025177 m^p=2.7181e-05 c*m^l=0.0010887 n_eff=8.047
T=95 K x=0.2228 m=0.31747 K1=0.0417 K K2=0.0016 K
 l=2 kappa=0.069111 m^p=0.031996 c*m^l=0.06719 n_eff=2.058
 l=4 kappa=0.001757 m^p=1.0399e-05 c*m^l=0.0015765 n_eff=4.227
 l=6 kappa=2.7427e-05 m^p=3.4328e-11 c*m^l=2.2469e-05 n_eff=6.418
kappa_l at m=0.9; m^p = [0.729, 0.3487, 0.1094]
 J=1.0: [0.747]
 J=3.5: [0.7349, 0.3828, 0.154]
 J=8.0: [0.732, 0.3677, 0.1351]
 classical xi=10.0000: [0.73, 0.3555, 0.1189]
T=0: K1=-0.4200 K=-0.03619 meV, K2=0.9187 K=0.07917 meV per ion
T=10 K: K1=-0.4169 K K2=0.9154 K cone=28.50 deg, full=28.54 deg
K1=0 at kappa4/kappa2=0.6000
 finite J: T=39.673 K, m=0.92315
 power law m^7: T=38.226 K, m=0.92962
 full diagonalisation: T=39.744 K; V scaled by 0.2, 0.1: 39.687, 39.680 K
```
